# Thermal free–free Gaunt factor: classical and Born logarithms and their crossover, part 2

An electron of mass \(m\), speed \(v\) and energy \(E=mv^2/2\) moves non-relativistically in the field of a fixed bare point charge \(Ze\) and emits a photon of angular frequency \(\omega=2\pi\nu\) and energy \(\hbar\omega=h\nu\). SI units are used, with \(q^2=e^2/(4\pi\varepsilon_0)\); \(c\) is the speed of light. The field strength and the classical frequency are measured by

\[
\eta=\frac{Zq^2}{\hbar v},\qquad
\tau=\frac{\omega Zq^2}{mv^3}=\eta\,\frac{\hbar\omega}{2E}.
\]

The Gaunt factor \(g\) and \(\Lambda\) (L in the numerical output) are defined through the cross-section \(\sigma\):

\[
\hbar\omega\frac{d\sigma}{d\omega}
=\frac{16\pi Z^2q^6}{3\sqrt3\,m^2c^3v^2}\,g,\qquad
g=\frac{\sqrt3}{\pi}\Lambda .
\]

With wave numbers \(k\) before and \(k'\) after emission, the Born result is \(\Lambda_{\rm B}=\ln[(k+k')/(k-k')]\). For \(\hbar\omega\ll E\) it becomes

\[
\Lambda_{\rm B}=\ln\frac{(k+k')^2}{k^2-k'^2}\;\to\;
\ln\frac{2mv^2}{\hbar\omega}=\ln\frac{4E}{h\nu}. \tag{2}
\]

For any \(\eta\), the low-frequency result (the "soft formula" of the output, restated below as (8)) is

\[
\Lambda=\ln\frac{2mv^2}{\hbar\omega}-\gamma-\operatorname{Re}\psi(1+i\eta),
\qquad \hbar\omega\ll E,\quad\tau\ll1. \tag{5}
\]

Here \(\gamma=0.5772\) is Euler's constant and \(\psi\) the digamma function, \(\psi(1+z)=-\gamma+\sum[1/n-1/(n+z)]\), summed over \(n\) from 1 to infinity. For \(\eta\to\infty\),

\[
\Lambda_{\rm cl}=\ln\frac{2mv^3}{\omega Zq^2}-\gamma=\ln\frac2\tau-\gamma. \tag{6}
\]

Classical orbits give, with \(K\) the modified Bessel function,

\[
\Lambda=-e^{\pi\tau}\,\tau K_{i\tau}(\tau)K_{i\tau}'(\tau). \tag{7}
\]

For small \(\tau\) this is (6), with the factor \(e^{\pi\tau}\) as the leading correction.

Both limits have the form \(\ln(b_{\max}/b_{\min})\). The outer distance is \(b_{\max}\sim v/\omega\); the inner one is \(Zq^2/(mv^2)\) for \(\eta\gg1\) and \(\hbar/(mv)\) for \(\eta\ll1\).

Sommerfeld's hypergeometric expression, which holds for any photon energy in this model, is not derived but serves as a check. Direct radial integration ("waves" in the output) is a further check.

## The thermal average and the crossover

The charge is \(Ze\), \(q^2=e^2/(4\pi\varepsilon_0)\), \(E=mv^2/2\), \(\eta=Zq^2/(\hbar v)\), \(\tau=\omega Zq^2/(mv^3)\), and \(g=(\sqrt3/\pi)\Lambda\). The first half gave, for \(\hbar\omega\ll E\) and \(\tau\ll1\),

\[
\Lambda=\ln\frac{4E}{h\nu}-\gamma-\operatorname{Re}\psi(1+i\eta), \tag{8}
\]

with the Born limit \(\ln(4E/h\nu)\) at small \(\eta\) and the classical limit \(\ln(2/\tau)-\gamma\) at large \(\eta\). Boltzmann's constant is written \(k_{\rm B}\) from here on, and two more ratios are needed:

\[
u=\frac{h\nu}{k_{\rm B}T},\qquad
\Gamma^2=\frac{Z^2{\rm Ry}}{k_{\rm B}T},\qquad
{\rm Ry}=\frac{mq^4}{2\hbar^2}.
\]

The weight in the average follows from the radiated power. Electrons of density \(n_e\) and ions of density \(n_i\) emit, per unit volume and unit frequency, \(n_en_i\) times the Maxwell mean of \(v\,\hbar\omega\,d\sigma/d\nu\), where \(d\sigma/d\nu=2\pi\,d\sigma/d\omega\). The cross-section carries \(1/v^2\), the flux gives \(v\), and the velocity volume gives \(4\pi v^2dv\). What remains is \(v\,dv=dE/m\):

\[
\left\langle\frac gv\right\rangle
=4\pi\left(\frac{m}{2\pi k_{\rm B}T}\right)^{3/2}
\int_{h\nu}^\infty g\,e^{-E/k_{\rm B}T}\,\frac{dE}{m}.
\]

The integral starts at \(h\nu\) because a slower electron cannot emit the photon. Put \(E=h\nu+xk_{\rm B}T\), so that \(x\) measures the energy left after emission. The threshold factor \(e^{-u}\) comes out, and the thermal Gaunt factor is defined by what is left:

\[
\langle g\rangle=\int_0^\infty e^{-x}g\,dx. \tag{9}
\]

Collecting the constants gives the power

\[
P_\nu=n_en_i\,\frac{32\pi^2Z^2q^6}{3\sqrt3\,m^2c^3}
\left(\frac{2m}{\pi k_{\rm B}T}\right)^{1/2}e^{-u}\langle g\rangle .
\]

In thermal equilibrium the absorption coefficient, with stimulated emission included, is the emission per unit solid angle, \(P_\nu/4\pi\), divided by the Planck function. The same \(\langle g\rangle\) therefore governs absorption.

For \(u\ll1\) we may set \(E=xk_{\rm B}T\) inside the logarithms. The one integral needed is

\[
\langle\ln x\rangle=\int_0^\infty e^{-x}\ln x\,dx=-\gamma,
\]

the derivative of the factorial integral \(\int x^pe^{-x}dx\) at \(p=0\). In the Born limit \(\ln(4E/h\nu)=\ln(4k_{\rm B}T/h\nu)+\ln x\), and hence

\[
\langle\Lambda\rangle_{\rm B}=\ln\frac{4k_{\rm B}T}{h\nu}-\gamma. \tag{10}
\]

In the classical limit \(v^3=(2k_{\rm B}T/m)^{3/2}x^{3/2}\). The argument of the logarithm becomes

\[
\frac{2mv^3}{2\pi\nu Zq^2}
=\frac{(2k_{\rm B}T)^{3/2}}{\pi Zq^2m^{1/2}\nu}\,x^{3/2}.
\]

The average of \(\tfrac32\ln x\) is \(-\tfrac32\gamma\), and the classical limit already contained \(-\gamma\). The sum is

\[
\langle\Lambda\rangle_{\rm cl}
=\ln\frac{(2k_{\rm B}T)^{3/2}}{\pi Zq^2m^{1/2}\nu}-\frac52\gamma. \tag{11}
\]

These are the two low-frequency logarithms. The power \(T^{3/2}\) reflects \(v^3\): one factor \(v\) comes from the outer distance \(v/\omega\), and two come from the inner distance \(Zq^2/(mv^2)\). In the Born case the inner distance is \(\hbar/(mv)\), which leaves \(v^2\) and hence \(T\). With temperature in kelvin and frequency in hertz,

\[
\langle\Lambda\rangle_{\rm cl}=17.72+\ln\frac{T^{3/2}}{Z\nu},\qquad
\langle\Lambda\rangle_{\rm B}=24.57+\ln\frac T\nu .
\]

The passage between them follows from averaging (8) as it stands. Since \(\eta^2=Z^2{\rm Ry}/E\), we have \(\eta^2=\Gamma^2/x\), and

\[
\langle\Lambda\rangle=\ln\frac{4k_{\rm B}T}{h\nu}-\gamma-C(\Gamma^2),\qquad
C=\int_0^\infty e^{-x}\left[\operatorname{Re}\psi(1+i\eta)+\gamma\right]dx. \tag{12}
\]

The bracket is the sum of \(1/n-n/(n^2+\eta^2)=\eta^2/[n(n^2+\eta^2)]\). With \(s=\Gamma^2/n^2\), the ratio \(\eta^2/(n^2+\eta^2)\) equals \(s/(x+s)\). All terms are positive, so they may be integrated one by one. The integral of \(e^{-x}/(x+s)\) is \(e^sE_1(s)\), where \(E_1(s)=\int_s^\infty e^{-t}dt/t\). Therefore

\[
C(\Gamma^2)=\sum_{n=1}^\infty\frac1n\,s\,e^sE_1(s),\qquad s=\frac{\Gamma^2}{n^2}. \tag{13}
\]

The correction depends on temperature and charge alone and not on frequency.

For a hot gas, \(\Gamma\ll1\), the expansion \(E_1(s)\approx-\gamma-\ln s\) gives

\[
C\approx\sum_n\frac{\Gamma^2}{n^3}\left(-\gamma-\ln\Gamma^2+2\ln n\right)
=\Gamma^2\left[\zeta(3)(-\ln\Gamma^2-\gamma)-2\zeta'(3)\right],
\]

because \(\sum n^{-3}\ln n=-\zeta'(3)\). The logarithm of \(\Gamma^2\) arises because the bracket in (12) is close to \(\zeta(3)\eta^2=\zeta(3)\Gamma^2/x\) as long as \(x\gg\Gamma^2\). Its average collects equal amounts from equal intervals of \(\ln x\) between \(\Gamma^2\) and 1. For the few electrons with \(x\lesssim\Gamma^2\), \(\eta\) is no longer small, and this sets the lower end of the range.

For a cool gas, \(\Gamma\gg1\), the asymptotic series of the digamma function gives \(\operatorname{Re}\psi(1+i\eta)\approx\ln\eta+1/(12\eta^2)\). With \(\ln\eta=\ln\Gamma-\tfrac12\ln x\), \(1/\eta^2=x/\Gamma^2\) and \(\langle x\rangle=1\),

\[
C\approx\ln\Gamma+\frac32\gamma+\frac{1}{12\Gamma^2}. \tag{14}
\]

Insertion of the first two terms into (12) must return (11). It does, because

\[
\frac{4k_{\rm B}T}{h\nu\,\Gamma}
=\frac{4k_{\rm B}T}{2\pi\hbar\nu}\,\frac{\hbar(2k_{\rm B}T)^{1/2}}{Zq^2m^{1/2}}
=\frac{(2k_{\rm B}T)^{3/2}}{\pi Zq^2m^{1/2}\nu}.
\]

The same identity gives the difference of the two logarithms:

\[
\langle\Lambda\rangle_{\rm cl}-\langle\Lambda\rangle_{\rm B}
=-\ln\Gamma-\frac32\gamma .
\]

The frequency has cancelled, since both expressions contain \(-\ln\nu\). They are equal when \(\Gamma^2=e^{-3\gamma}=0.177\), that is, at

\[
k_{\rm B}T_\times=e^{3\gamma}Z^2{\rm Ry}=5.650\,Z^2{\rm Ry}. \tag{15}
\]

For \(Z=1\) this is \(5.650\times13.606\ {\rm eV}=76.9\ {\rm eV}\), or \(T_\times=8.92\times10^5\ {\rm K}\). Below \(T_\times\) the classical logarithm is the smaller one, and above it the Born logarithm is.

The low-frequency result (12) lies below both. That it lies below the Born logarithm is clear from (13), where every term is positive. For the classical logarithm we need \(\operatorname{Re}\psi(1+i\eta)>\ln\eta\) at every \(\eta\). Write \(1/n-1/(n+z)=\int_0^\infty e^{-nt}(1-e^{-zt})dt\) and sum over \(n\). Together with \(\ln z=\int_0^\infty(e^{-t}-e^{-zt})dt/t\) this gives

\[
\psi(1+z)-\ln z=\int_0^\infty f(t)\,e^{-zt}dt+\text{constant},\qquad
f(t)=\frac1t-\frac{1}{e^t-1}.
\]

For large positive \(z\) the left side and the integral both vanish, so the constant is zero. Letting \(z\to i\eta\) and taking the real part gives

\[
\operatorname{Re}\psi(1+i\eta)-\ln\eta=\int_0^\infty f(t)\cos\eta t\,dt
=\frac1\eta\int_0^\infty[-f'(t)]\sin\eta t\,dt .
\]

If \(f\) is convex and tends to zero, \(-f'\) is positive and decreasing. The half-periods of the sine then contribute with alternating sign and decreasing size, beginning with a positive one, and the integral is positive. With \(y=t/2\), the second derivative is

\[
f''=\frac{1}{4y^3}-\frac{\cosh y}{4\sinh^3y},
\]

which is positive if \(\sinh y\,(\cosh y)^{-1/3}>y\). Both sides vanish at \(y=0\). With \(c=\cosh y\), the derivative of left minus right is

\[
c^{2/3}-\tfrac13(c^2-1)c^{-4/3}-1=\tfrac23c^{2/3}+\tfrac13c^{-4/3}-1 .
\]

The weighted arithmetic mean of \(c^{2/3}\) and \(c^{-4/3}\) exceeds their weighted geometric mean, which is \(c^{4/9-4/9}=1\). The derivative is positive for \(y>0\), and the inequality is proved. Averaging it over \(x\) gives \(C>\ln\Gamma+\tfrac32\gamma\), as required.

The smaller logarithm is thus the better approximation within (12), and it is an upper bound there. This fits the picture of an inner cutoff: the larger of the two inner distances limits the logarithm. The shortfall below the smaller logarithm is \(C=0.395\) at \(T_\times\), or 0.218 in \(\langle g\rangle\). At \(T_\times/10\) and \(10\,T_\times\) the shortfall in \(\langle\Lambda\rangle\) is 0.052 and 0.082.

Equation (12) still rests on the low-frequency condition at each speed, and the slowest electrons violate it. In thermal variables \(\tau=u\Gamma/(2x^{3/2})\), which reaches unity at

\[
x_1=\left(\frac{u\Gamma}{2}\right)^{2/3}.
\]

Hence \(u\ll1\) must be joined by \(u\Gamma\ll1\). In the classical regime the factor \(e^{\pi\tau}\) found from the orbits raises the emission. Its first-order term \(\pi\tau\Lambda\) varies as \(x^{-3/2}\), apart from a logarithm, so its integral converges at large \(x\). At the lower end it is cut off near \(x_1\), where the expansion in \(\tau\) fails. The excess over (12) is therefore proportional to \(x_1\) when \(x_1\) is small, with a coefficient that must be found numerically. The coefficient is large because the tail falls slowly: in this limit more than half of the excess comes from energies above \(10x_1\).

As a worked example take \(Z=1\) and \(\nu=1\ {\rm GHz}\). At \(T=10^4\ {\rm K}\), \(\Gamma^2=15.8\), and the classical form applies. Since \(\ln(10^6/10^9)=-6.908\), it gives \(\langle\Lambda\rangle_{\rm cl}=17.718-6.908=10.81\), and \(\langle g\rangle=(\sqrt3/\pi)\times10.81=5.96\). The Born logarithm would give 7.20, about 21 per cent above the value 5.96 found by averaging Sommerfeld's expression at the actual frequency.

This full average shows the effect of the slow electrons. It gives \(\langle\Lambda\rangle=10.814\), against 10.805 from (12) and 10.811 from the classical logarithm. The full value lies slightly above the classical logarithm, which does not contradict the bound, because the bound concerns the low-frequency expression (12). Here \(u=4.80\times10^{-6}\), so \(x_1=4.5\times10^{-4}\), and the excess of 0.009 over (12) is about 20 times \(x_1\). At 10 GHz the excess is 0.038, larger by a factor of about 4.2. Strict proportionality to \(x_1\) would give \(10^{2/3}=4.6\). It holds only in the limit of small \(x_1\), because the factor \(e^{-x}\) in the average cuts off the slowly falling tail \(x^{-3/2}\) near \(x=1\), and this removes a larger share of the excess at the higher frequency.

At 1 MHz a difference of 0.0017 remains, which is mostly numerical. Below \(x_m=\Gamma^2/120^2=1.1\times10^{-3}\) the integrand of the full average was held constant. Where \(\Lambda\) varies as \(\tfrac32\ln x\), this overestimates the integral by \(\tfrac32x_m=0.0016\). At 1 GHz, where \(\Lambda\) varies less over this range, the same step adds only about 0.0004, and at 10 GHz about 0.0001. Both amounts have been removed from the value 10.814 and the factor 4.2 given above.

At \(T_\times\) both logarithms are 17.55, while (12) and the full average give 17.15. In terms of \(\langle g\rangle\), the common logarithm gives 9.67 and the full average 9.46. The logarithm is too high by 2.3 per cent of the value from (12). This percentage depends on frequency, although the difference from (12) does not.

At \(3\times10^7\ {\rm K}\), \(\Gamma^2=0.0053\), and the Born form gives \(24.569+\ln(3\times10^7/10^9)=24.569-3.507=21.06\), or \(\langle g\rangle=11.61\). The full average is 11.59. The classical logarithm would give 12.58, which is 8.5 per cent too high.

The model sets further limits. The outer distance \(v/\omega\) must be smaller than the screening length. For thermal electrons that length is of order the thermal speed divided by the plasma frequency, so \(\omega\) must lie well above the plasma frequency. This also keeps the refractive index close to one. The charge must be bare, since bound electrons would change the field in close passages. At \(3\times10^7\ {\rm K}\) the ratio \(k_{\rm B}T/mc^2\) is 0.005. Relativistic corrections and radiation from electron–electron collisions, both left out, grow with temperature. Because \(T_\times\) rises as \(Z^2\), the crossover for a highly charged nucleus moves towards temperatures where the non-relativistic treatment fails.

## Numbers as computed

```
Rydberg energy [eV]: 13.6057
charge number Z: 1   frequency [GHz]: 1.0
Euler constant: 0.577216   mean ln x: -0.577216
Born L, photon/electron energy 0.2: waves, closed: 2.8871 2.8873
Coulomb L, eta=1, same ratio: waves, closed: 2.9053 2.9056
eta=0.05: L at energy ratio 1e-6: full, soft formula: 15.1988 15.1988
eta=0.5: L at energy ratio 1e-6: full, soft formula: 14.9535 14.9535
eta=5.0: L at energy ratio 1e-6: full, soft formula: 13.0119 13.0118
eta=5, energy ratio 1e-4: full, soft formula: 8.4131 8.4066
eta=5, energy ratio 1e-2: full, soft formula: 4.0727 3.8015
relative excess/(pi tau), eta=5, ratio 1e-4: 0.9849
classical orbits, tau=1e-05: L, formula: 11.6288 11.6289
classical orbits, tau=0.01: L, formula, with exp(pi tau): 4.8622 4.7211 4.8718
classical <L> = ln(T^1.5/nu) + constant (K, Hz): 17.7184
Born <L> = ln(T/nu) + constant (K, Hz): 24.5691
crossover temperature [K]: 8.9206e+05
crossover kT [eV]: 76.872
crossover kT/(Z^2 Ry): 5.6500
crossover by root search [K]: 8.9206e+05
T = 1.0000e+04 K: u = 4.799e-06, Gamma^2 = 15.78875, C = 2.2508
  <L> classical, Born, uniform, full: 10.8107 13.0561 10.8053 10.8147
  <g> classical, Born, uniform, full: 5.9602 7.1982 5.9573 5.9625
T = 8.9206e+05 K: u = 5.380e-08, Gamma^2 = 0.17699, C = 0.3955
  <L> classical, Born, uniform, full: 17.5471 17.5471 17.1516 17.1517
  <g> classical, Born, uniform, full: 9.6742 9.6742 9.4562 9.4562
T = 3.0000e+07 K: u = 1.600e-09, Gamma^2 = 0.00526, C = 0.0318
  <L> classical, Born, uniform, full: 22.8202 21.0625 21.0307 21.0307
  <g> classical, Born, uniform, full: 12.5814 11.6124 11.5948 11.5948
full minus uniform <L> at 1e4 K, 0.001, 1, 10 GHz: 0.0017 0.0094 0.0377
C at 3e7 K from small-Gamma expansion: 0.0316
C at 1e4 K from large-Gamma expansion: 2.2508
kT/(m c^2) at 3e7 K: 0.00506
T/T_cross = 0.1: shortfall of <L>, of <g>, percent: 0.0525 0.0289 0.37
T/T_cross = 1.0: shortfall of <L>, of <g>, percent: 0.3955 0.2180 2.31
T/T_cross = 10.0: shortfall of <L>, of <g>, percent: 0.0820 0.0452 0.42
```
